# Long-range pair interaction of adsorbates through substrate electrons, part 2

Two adsorbates a distance $r$ apart interact through independent, spin-degenerate substrate electrons. The pair energy $E$ (negative: attraction) is sought, in Hartree atomic units. Adsorbate $j$ adds a fixed short-range potential $V_j$ with T-matrix $T_j$, a number $t_j$ for a point scatterer. $G$ is the retarded substrate Green function, $G(r)$ its value between the sites; $\epsilon_F$, $k_F$, $v_F$ are the Fermi energy, wave vector and velocity, and $x=k_Fr$. "The program" tests the formulas numerically. For point scatterers,

$$E=\mathrm{Im}\,C,\qquad C=\frac2\pi\int_{-\infty}^{\epsilon_F}L(\epsilon+i0)\,d\epsilon,\qquad L=\ln(1-X),\quad X=t_1t_2\,G(r)^2 .\tag{2}$$

$$E=-\frac2\pi\int_0^\infty \mathrm{Re}\,\ln\left[1-X(\epsilon_F+iy)\right]dy .\tag{3}$$

At temperature $T$, with $\omega_n=(2n+1)\pi T$, the Matsubara sum and the approximate damping of $|C|$ are

$$E=-4T\sum_{n\ge0}\mathrm{Re}\,L(\epsilon_F+i\omega_n).\tag{4}$$

$$\frac{E(T)}{E(0)}\simeq\frac{\xi}{\sinh\xi},\qquad\xi=\frac{2\pi Tr}{v_F}.\tag{14}$$

For $\epsilon=k^2/2m$ (bulk: $m=1$), on the path $k=k_F+ip$, and for slowly varying $h$,

$$C=-\frac{2}{\pi}\int_0^\infty L\;\frac{ik}{m}\,dp .\tag{5}$$

$$\int_{k_F+i\infty}^{k_F}h(k)\,e^{2ikr}dk=\frac{e^{2ik_Fr}}{2ir}\left[h-\frac{h'}{2ir}+\dots\right]_{k_F}.\tag{6}$$

**Surface band (Section 3).** Energies are measured from the band bottom. $S$ is the S-matrix element, $e^{2i\delta}$ for elastic scattering; $-E_b$ is the pole of $t$ without loss, and $\gamma\ge0$ describes loss into bulk states. The black dot $S=0$ has $E_b=\epsilon_F$, $\gamma=1$, $f=i/2$.

$$G=-\frac{im}{2}H_0^{(1)}(kr).\tag{7}$$

$$t=-\frac2m f,\qquad f=\frac{S-1}{2i}.\tag{8}$$

$$X=\frac{2i}{\pi kr}f_1f_2\,e^{2ikr}\left(1-\frac{i}{4kr}\right).\tag{9}$$

$$C_0=-\frac{2f_1f_2\,e^{2ix}}{\pi^2mr^2},\qquad E\simeq-\frac{4\epsilon_F}{\pi^2}\,\frac{\mathrm{Im}\left[f_1f_2e^{2ik_Fr}\right]}{(k_Fr)^2},\tag{10}$$

$$\frac1f=\frac1\pi\ln\frac{-\epsilon}{E_b}-i\gamma\;\;\longrightarrow\;\;\frac1\pi\ln\frac{\epsilon}{E_b}-i(1+\gamma)\quad(\epsilon>0),\tag{12}$$

$$C\simeq C_0\left\{1+\frac1x\left[-\frac i4-\frac{i(f_1+f_2)}\pi+\frac{i}{2\pi}f_1f_2e^{2ix}\right]\right\}.\tag{13}$$

**Planar barrier (Section 4).** The potential $v(z)$ tends to 0 in the metal ($z\to+\infty$) and to $W=\epsilon_F+\Phi$ in the vacuum, with $\Phi$ the work function. Parallel momentum $\mathbf q$ is conserved:

$$G(r;z,z')=\int\frac{d^2q}{(2\pi)^2}e^{i\mathbf q\cdot\mathbf r}g(k_z;z,z'),\qquad k_z^2=k^2-q^2,\quad\mathrm{Im}\,k_z\ge0,\tag{15}$$

Here $g=2\phi(z_<)\psi_+(z_>)/(\phi\psi_+'-\phi'\psi_+)$; $\phi$ decays into the vacuum and tends to $A\cos k_zz+B\sin(k_zz)/k_z$ in the metal, where $\psi_+$ tends to $e^{ik_zz}$. If no surface band crosses $\epsilon_F$, the tail comes only from the part of $g$ odd in $k_z$:

$$g_{\rm odd}=-\frac{2ik_z\,\phi(z)\phi(z')}{B^2+k_z^2A^2}.\tag{16}$$

If $B\ne0$ at $k_z=0$, define there $u=\phi/B$ and $\ell=A/B$, with $u_j$ the value at site $j$. Then, with expansion coefficient $\beta$,

$$g_{\rm odd}=-2ik_z\,u(z)u(z')\,(1+\beta k_z^2+\dots).\tag{17}$$

**Transform of the odd terms.** For free electrons $g=-ie^{ik_z|z-z'|}/k_z$ and $G=g_3(d)=-e^{ikd}/(2\pi d)$, from $(\nabla^2+k^2)G=2\delta^3$. At $z=z'$ this says that the transform of $-i/k_z$ is $g_3(r)$. Multiplication by $k_z^2=k^2-q^2$ is the operator $\mathcal D=k^2+\partial_r^2+r^{-1}\partial_r$ for $r>0$. For $F=e^{ikr}r^{-n}$, $F'=(ik-n/r)F$ and $F''=[(ik-n/r)^2+n/r^2]F$, so

$$\mathcal D\,F=\left[\frac{(1-2n)\,ik}{r}+\frac{n^2}{r^2}\right]F.\tag{18}$$

Each power of $k_z^2$ costs one power of $1/r$. With $n=1$, the transform of $-ik_z$ is $\mathcal Dg_3=(2\pi)^{-1}e^{ikr}(ik/r^2-1/r^3)$. With $n=2$, the $\beta$ term multiplies the leading part by $-3ik\beta/r$. From (17),

$$G\simeq\frac{ik\,u_1u_2}{\pi r^2}e^{ikr}\left[1+\frac{i}{kr}-\frac{3i\beta k}{r}\right].\tag{19}$$

The amplitude falls as $r^{-2}$ and not $r^{-1}$ because electrons that travel far along the surface arrive at grazing incidence, where the reflected wave cancels the direct one and the wave function near the surface is proportional to $k_z$.

**Leading law.** Squaring, $X=-t_1t_2k^2u_1^2u_2^2e^{2ikr}/(\pi^2r^4)$. Repeated round trips are smaller by $r^{-4}$ and drop out. By (2) and (6), $C=-(2/\pi)X k_F/(2ir)=-it_1t_2k_F^3u_1^2u_2^2e^{2ix}/(\pi^3r^5)$, and $\mathrm{Im}(-iZ)=-\mathrm{Re}\,Z$. With $t_j=|t_j|e^{i\eta_j}$ at $\epsilon_F$,

$$E\simeq-\frac{k_F^3u_1^2u_2^2\,|t_1t_2|}{\pi^3}\,\frac{\cos(2k_Fr+\eta_1+\eta_2)}{r^5}.\tag{20}$$

The pure $\cos(2k_Fr)/r^5$ of Lau and Kohn is the case of real $t$, that is second-order perturbation theory. Beyond it the phase $\eta_1+\eta_2$ is part of the leading term. The expansion in $k_z^2\sim k_F/r$ requires $r\gg6k_F\ell^2$ from the denominator of (16) when $A$ and $B$ vary slowly with $k_z^2$ (for the step barrier below the denominator is constant and this condition drops out), $r\gg k_Fz^2$ for sites inside the metal, and $r\gg6k_F|z|/\kappa_0$ with $\kappa_0=\sqrt{2W}$ for sites in the vacuum outside a step barrier (from the $\beta$ term below), in addition to $x\gg1$.

For constant real $t_j=V_j$ the first correction has three sources: $2i/x$ and $-6i\beta k_F^2/x$ from squaring (19), and $-h'/(2irh)=3i/2x$ from $h\propto k^3$ in (6). So

$$E\simeq-\frac{V_1V_2k_F^3u_1^2u_2^2}{\pi^3r^5}\,\mathrm{Re}\left[\left(1+\frac{ic}{x}\right)e^{2ix}\right],\qquad c=\frac72-6\beta k_F^2 .\tag{21}$$

**Step barrier.** For $v=W\theta(-z)$, $\phi=e^{\kappa z}$ in the vacuum with $\kappa^2=2W-k_z^2$. Matching at $z=0$ gives $A=1$, $B=\kappa$, and $B^2+k_z^2A^2=2W\equiv\kappa_0^2$. Thus $u=e^{\kappa_0z}/\kappa_0$ for $z<0$. The decay constant is that of the full barrier $W$, not $\sqrt{2\Phi}$: the mediating electrons have all of $\epsilon_F$ in parallel motion and none in normal motion. For equal heights $e^{2\kappa z}\simeq e^{2\kappa_0z}(1-zk_z^2/\kappa_0)$, from $\kappa\simeq\kappa_0-k_z^2/2\kappa_0$, so $\beta=-z/\kappa_0$ and $c=7/2+6zk_F^2/\kappa_0$. For a full calculation, continuing $e^{ik_zz}$ into the vacuum gives $\psi_+=[(\kappa+ik_z)e^{\kappa z}+(\kappa-ik_z)e^{-\kappa z}]/2\kappa$, the Wronskian is $ik_z-\kappa$, and $(\kappa+ik_z)/(\kappa-ik_z)=(\kappa+ik_z)^2/\kappa_0^2$, so for $z,z'<0$

$$g=-\frac{e^{-\kappa|z-z'|}}{\kappa}-\frac{(\kappa+ik_z)^2}{\kappa\,\kappa_0^2}e^{\kappa(z+z')}.\tag{22}$$

At $z=z'$ the first term transforms to $-e^{-\lambda r}/(2\pi r)$ with $\lambda=\sqrt{2W-k^2}$, which is $\sqrt{2\Phi}$ at the Fermi level. The work function governs this direct tunnelling term, which has no power-law tail. The program evaluates (15) with (22) by quadrature and the energy integral on the real axis, and asserts at four distances near 50 and 100 bohr that the result lies within $2/x$ of the leading form and $12/x^2$ of (21), relative to the envelope.

**Hard wall, bulk and the threshold exception.** A wall with $\phi(0)=0$ has $A=0$, $B=1$, $u=z$, and the image form $G=g_3(r)+\sigma g_3(\sqrt{r^2+4z^2})$ with $\sigma=-1$. Without a wall ($\sigma=0$), $X=t^2e^{2ikr}/(4\pi^2r^2)$ and $C=-(2/\pi)Xk_F/(2ir)=it^2k_Fe^{2ix}/(4\pi^3r^3)$, which for real $t$ is $+t^2k_F\cos(2x)/(4\pi^3r^3)$. The surface law has two more powers and the opposite sign; the sign comes from the factor $(ik)^2$ in the square of (19). A wall with $\phi'(0)=0$ ($\sigma=+1$) has $B=0$, a half-bound state at threshold. Then (16) gives $g_{\rm odd}\to-2i/k_z$, $G\to2g_3$, and the energy is four times the bulk expression at equal $t$, with $r^{-3}$. The wall also changes $t$, by (23) below, so for a given scatterer the ratio to its bulk amplitude is not 4; for the scatterer treated there, $|t|=4.372$ against $5.293$ gives $4(4.372/5.293)^2=2.73$. A surface as such does not produce $r^{-5}$; the condition $B\neq0$ does. For small $B$ the length $\ell$ is large and the $r^{-5}$ regime starts only well beyond $k_F\ell^2$: for a wall with $\phi'(0)=B\phi(0)$ and both sites at the wall, (16) gives $\beta=-\ell^2$, so the first correction in (21) is about $6k_F\ell^2/r$ and the law needs $r\gg6k_F\ell^2$.

For a point scatterer of scattering length $a$ the wave near the site must behave as $1-a/d$. With $G(d)=-1/(2\pi d)+G_{\rm reg}$, the wave $1+tG(d)$ has $a=t/[2\pi(1+tG_{\rm reg})]$, so

$$\frac1t=\frac1{2\pi a}-G_{\rm reg},\qquad G_{\rm reg}=-\frac{ik}{2\pi}+\sigma g_3(2z).\tag{23}$$

For $a=-1$ bohr, $z=2$ bohr and the $k_F$ of Section 6, the program asserts that the complex ratio of (5) to the asymptote is within 0.02 of unity at 2000 bohr, and within $10^{-3}$ after the $1/r$ term is removed by extrapolation from 1000 and 2000 bohr. The logarithmic slopes of $|C|$ between those distances are $-4.9986$, $-2.9995$ and $-3.0001$ for $\sigma=-1,0,+1$. At the hard wall $|t|=6.70$ and $\eta=-2.576$ rad. A real negative $t$ would have $\eta=-\pi$, so the cosine in (20) is shifted by $2(\pi-2.576)=1.13$ rad, which a pure cosine would miss.

**Extended weak potentials.** In second order $\ln\det(1-GT_1GT_2)\to-\mathrm{Tr}\,GV_1GV_2$, a double integral of $V_1V_2G^2$ over both adsorbates. Points displaced by $x_\parallel$ and $x_\parallel'$ along the line of centres are $r+x_\parallel'-x_\parallel+O(1/r)$ apart, so (19) factorises and

$$E\simeq-\frac{k_F^3}{\pi^3r^5}\mathrm{Re}\left[F_1F_2e^{2ik_Fr}\right],\qquad F_{1,2}=\int d^3r'\,V_{1,2}\,u(z)^2e^{\mp2ik_Fx_\parallel}.\tag{24}$$

The relevant matrix element is backscattering by $2k_F$ parallel to the surface. An adsorbate whose weight $Vu^2$, projected on the line of centres, is not symmetric under $x_\parallel\to-x_\parallel$ generally has complex $F$. The phase of the pair term is that of $F_1F_2$: for two identical adsorbates in the same orientation $F_2=F_1^*$ and the cosine is unshifted, while for unlike or differently oriented adsorbates it is generally shifted already in second order. The program tests (24) on clusters of three and two point potentials at a hard wall, to $2\times10^{-3}$ after extrapolation.

**Upper bound on the amplitude.** By (23), $\mathrm{Im}(1/t)=-\mathrm{Im}\,G_{\rm reg}=\pi\rho(z,\epsilon_F)$, with $\rho$ the local density of states per spin, because the singular part of $G$ is real. Hence $|t|\le1/\pi\rho$ for a point scatterer, and further loss channels add a non-negative term to $\mathrm{Im}(1/t)$, so the bound holds with them. For the step, $q\,dq=-k_z\,dk_z$ and (16) give $\pi\rho=\pi^{-1}\int_0^{k_F}k_z^2e^{2\kappa z}\kappa_0^{-2}\,dk_z$, which the program checks against a sum over normalised scattering states.

## 5. Numerical evaluation

Use (5) where $G$ and $t$ are known at complex energy. The program applies 120 Gauss-Legendre nodes on $0<p<20/r$, where the integrand has fallen by $e^{-40}$. On this path both parts of $L$ enter, so the branch of the logarithm matters. The principal branch is right while $|X|<1$ along the path; at its foot $|X|\approx2|f_1f_2|/\pi x$ by (9). At short range, where this can fail, use (3), which needs only $\ln|1-X|$. For $|X|<10^{-3}$ evaluate $L$ from its series: in the bulk case $X$ falls as $r^{-4}$, and forming $1-X$ discards about $-\log_{10}|X|$ digits of its real part (for the bulk example of Section 6, $|X|\approx7\times10^{-8}$ at 20 bohr and $7\times10^{-16}$ at 2000 bohr). Evaluate the Hankel function in exponentially scaled form so that large $\mathrm{Im}\,kr$ underflows cleanly.

For the transform (15) at real energy, split at $q=k$. Below it set $k_z=k\cos\theta$, $q=k\sin\theta$; above it set $k_z=is$, $q\,dq=s\,ds$. Both integrands are then smooth, since $J_0$ is an even entire function of its argument. The direct term of (22) is added analytically, and the reflected term converges as $e^{-2s|z|}$. The bare step has no bound states and $G$ is real below the band bottom, so in second order with constant real $t$ the energy integral runs from $k=0$ to $k_F$. If an adsorbate binds a level of its own below the band, the zeros and poles of $1-X$ at negative energy also contribute to (2) and can dominate at short range; Eq. (3) includes them.

Two extensions follow by power counting and are not tested by the program. If both channels connect the sites, $G$ is the sum of (7) and (19), and the cross term in $G^2$ gives $r^{-1/2}r^{-2}r^{-1}=r^{-7/2}$, oscillating with the sum of the two Fermi wave vectors. For three adsorbates the determinant contains $-2t_1t_2t_3G_{12}G_{23}G_{31}$, which for a surface band gives a trio energy falling as the $-5/2$ power of the size of the triangle, so a pair sum is incomplete at small separations. The asymptotic laws of Sections 3 and 4 assume isotropic parabolic bands and s-wave or weak scatterers; anisotropic Fermi contours and strong higher partial waves need a new evaluation of $G$ and $T$ in (2).

## 6. Worked example

All parameters are round model values, and the two channels are separate models.

**Surface band.** Take $m=0.4$, $\epsilon_F=0.015$ Ha (408 meV), $E_b=\epsilon_F$, $\gamma=0$, so $\delta=\pi/2$ and $f=i$. Then $k_F=\sqrt{2\times0.4\times0.015}=0.10954$ bohr$^{-1}$, $v_F=k_F/m=0.27386$, the period is $\pi/k_F=28.68$ bohr (15.2 Å), and the envelope is $2/(\pi^2m)/r^2=0.50661/r^2$ Ha. With $f^2=-1$, the imaginary part of (13) is

$$E\simeq\frac{0.50661}{r^2}\left\{\sin2x+\frac1x\left[\frac2\pi\sin2x-\frac14\cos2x-\frac1{2\pi}\cos4x\right]\right\}.$$

At $r=20$ bohr, $x=2.191$, the envelope is $1.267\times10^{-3}$ Ha, $\sin2x=-0.946$, $\cos2x=-0.325$ and $\cos4x=-0.789$. The leading value is $-1.198\times10^{-3}$ Ha. The square bracket is $-0.602+0.081+0.126=-0.395$, which divided by $x$ is $-0.180$, so the corrected value is $1.267\times10^{-3}\times(-1.126)=-1.43\times10^{-3}$ Ha.

| $r$ (bohr) | full, Eq. (5) | leading | next order |
|---|---|---|---|
| 20 | $-1.380\times10^{-3}$ | $-1.198\times10^{-3}$ | $-1.426\times10^{-3}$ |
| 40 | $2.474\times10^{-4}$ | $1.944\times10^{-4}$ | $2.341\times10^{-4}$ |
| 80 | $-8.196\times10^{-5}$ | $-7.673\times10^{-5}$ | $-8.159\times10^{-5}$ |

Energies are in Ha. Relative to the envelope, the leading law is off by 14%, 17% and 7% at the three distances and the corrected law by 4%, 4% and 0.5%. The errors do not fall monotonically because the corrections oscillate with $x$.

The leading law $\sin(2x)/x^2$ is stationary where $\tan2x=x$, and its first minimum is at 19.5 bohr with $-1.21\times10^{-3}$ Ha ($-32.8$ meV). The full integral has the corresponding local minimum at 20.2 bohr (10.7 Å) with $-1.38\times10^{-3}$ Ha ($-37.6$ meV). The leading law thus places it within 4% of the full position and underestimates the full depth by 13%. For two black dots the corresponding local minimum is at 20.1 bohr with $-3.14\times10^{-4}$ Ha ($-8.5$ meV). The depth ratio $3.14/13.82=0.227$ is below the asymptotic quarter, which the amplitude ratio approaches at 2000 bohr (0.2498). The direction agrees with (13), whose middle term is $+1/\pi x$ for $f=i/2$ and $+2/\pi x$ for $f=i$.

At 300 K and 40 bohr, $\xi=0.872$ and (14) gives 0.884, while the Matsubara sum reduces $|C|$ by 0.908. The 3% difference is of a size allowed by $1/x$ corrections at $x=4.4$. At 15 K and 2000 bohr, where $\xi$ is 2.5 times larger, the values are 0.4993 and 0.5014; this is the case the program asserts, to 2%.

**Bulk states.** Take $r_s=3$ and $\Phi=0.15$ Ha. Then $k_F=0.63972$ bohr$^{-1}$, $\epsilon_F=0.20462$ Ha, $W=0.35462$ Ha, $\kappa_0=\sqrt{2W}=0.84216$ bohr$^{-1}$, and the period is 4.91 bohr. At $z=-1$ bohr, $u=e^{-0.84216}/0.84216=0.5115$ bohr and $k_F^3u^4/\pi^3=5.780\times10^{-4}$ in atomic units. Using $\sqrt{2\Phi}$ in place of $\kappa_0$ in $u$ would overestimate this coefficient by a factor of 18. The correction coefficient is $c=3.5-6\times0.40924/0.84216=0.584$.

For $V=-2$ Ha bohr$^3$ treated as a real $t$, the envelope at 20 bohr is $4\times5.780\times10^{-4}/20^5=7.23\times10^{-10}$ Ha. With $x=12.79$ and $\cos2x=0.898$ the leading value is $-6.49\times10^{-10}$ Ha. Unitarity would rotate this $t$ by $|V|\pi\rho=0.02$ rad and shift the cosine by 0.04 rad, so treating it as real is consistent to a few percent of the envelope; the finer comparisons below are between Born expressions only.

| $r$ (bohr) | full Born | leading | Eq. (21) |
|---|---|---|---|
| 20 | $-6.561\times10^{-10}$ | $-6.487\times10^{-10}$ | $-6.342\times10^{-10}$ |
| 40 | $-1.353\times10^{-11}$ | $-1.382\times10^{-11}$ | $-1.341\times10^{-11}$ |
| 80 | $1.850\times10^{-13}$ | $1.769\times10^{-13}$ | $1.847\times10^{-13}$ |

At 20 bohr the corrected value is farther from the full result than the leading one, 3% of the envelope against 1%. The coefficient $c$ is small at this height because 3.5 and 2.92 nearly cancel, so the $1/x$ term moves the result by only 2% of the envelope and the neglected terms compete with it. The residuals of (21), divided by the envelope and multiplied by $x^2$, have magnitudes 5.0, 3.4 and 1.2 at the three distances, which is consistent with a $1/x^2$ term of coefficient near 5 times an oscillating factor; that coefficient is read from the three points and has not been derived. At 40 and 80 bohr (21) improves on the leading law, with residuals of 0.5% and 0.05% of the envelope.

The local density of states gives $\pi\rho=1.0247\times10^{-2}$, so $|t|\le97.6$ Ha bohr$^3$ and the leading bulk envelope is at most $97.59^2\times5.780\times10^{-4}/r^5=5.50/r^5$ Ha. At 20 bohr that bound is $1.7\times10^{-6}$ Ha (0.05 meV), against $1.27\times10^{-3}$ Ha (34 meV) for the surface band at $\delta=\pi/2$, so the ratio of leading envelopes is at least about 700 for these parameters. The factor depends on the height: it is about 370 at $z=0$ and about 70 at $z=2$ bohr inside the metal. A point scatterer (23) that reaches the bound is a resonance of half-width about 0.04 Ha, only about twice $v_F/2r$ at 20 bohr, so the leading law is not yet accurate for it there; its full amplitude $|C|$ is about $1.0\times10^{-6}$ Ha, below the bound. The two envelopes would cross at $(5.50/0.507)^{1/3}=2.2$ bohr, a distance at which neither asymptote holds. Within these models, then, a strongly scattering surface band outweighs the bulk term wherever both asymptotes apply. With a weaker or lossy scatterer the surface envelope is multiplied by $|f_1f_2|$ and the comparison must be repeated with that factor.

## Table of computed values

```
matrix T=0:   diag 0.08517357 Ha, contour 0.08517357 Ha
matrix T=0.1: diag 0.07079711 Ha, Matsubara 0.07079711 Ha
cot(delta), Eb=0.3 eF: well R=0.05 bohr 0.3833, point 0.3832
surface band: m=0.4, eF=0.015 Ha (408.2 meV), kF=0.10954 1/bohr, vF=0.27386 au
delta=pi/2; period pi/kF=28.679 bohr (15.18 A)
surface envelope coefficient 2/(pi^2 m) = 0.50661 Ha bohr^2
r=20 x=2.191: exact -1.3797e-03, lead -1.1979e-03, next -1.4265e-03 Ha
r=40 x=4.382: exact 2.4736e-04, lead 1.9443e-04, next 2.3411e-04 Ha
r=80 x=8.764: exact -8.1957e-05, lead -7.6728e-05, next -8.1593e-05 Ha
first minimum exact: r=20.23 bohr (10.70 A), E=-1.3817e-03 Ha (-37.60 meV)
first minimum lead: r=19.51 bohr (10.33 A), E=-1.2053e-03 Ha (-32.80 meV)
first minimum black dot exact: r=20.06 bohr (10.61 A), E=-3.1388e-04 Ha (-8.54 meV)
amplitude ratio black/unitary at r=2000 bohr: 0.2498
damping r=2000 bohr, 15 K: sum 0.5014, xi/sinh 0.4993
damping r=40 bohr, 300 K: xi=0.8719, sum 0.9079, xi/sinh 0.8837
hard wall r^-5: a=-1.0, z=2.0 bohr, |t|=6.7046 au, eta=-2.5761 rad, slope -4.9986
bulk r^-3: a=-1.0, z=2.0 bohr, |t|=5.2928 au, eta=-2.5725 rad, slope -2.9995
Neumann r^-3: a=-1.0, z=2.0 bohr, |t|=4.3721 au, eta=-2.5701 rad, slope -3.0001
smooth barrier width 0.7 bohr: u(-1)=0.36081 bohr, Im g/(-2 kz u^2)=1.000017
bulk: rs=3.0, kF=0.63972 1/bohr, eF=0.20462 Ha, Phi=0.15 Ha, W=0.35462 Ha
kap0=0.84216 1/bohr, z=-1.0 bohr, u=0.51151 bohr, period 4.911 bohr
kF^3 u^4/pi^3=5.7802e-04 bohr, next-order c=0.5844
amplitude error factor if sqrt(2 Phi) replaced kap0: 18.15
V=-2.0 au r=20: exact -6.5611e-10, lead -6.4869e-10, next -6.3415e-10 Ha
V=-2.0 au r=40: exact -1.3531e-11, lead -1.3821e-11, next -1.3413e-11 Ha
V=-2.0 au r=80: exact 1.8497e-13, lead 1.7685e-13, next 1.8465e-13 Ha
pi rho(z,eF)=1.02474e-02 au, |t|max=97.59 Ha bohr^3, V pi rho=-0.0205
unitary bulk envelope coefficient 5.5044 Ha bohr^5
r=20 envelopes: bulk max 1.720e-06 Ha (0.0468 meV), surface 1.267e-03 Ha (34.46 meV)
envelope ratio surface/bulk at r=20: 736.3; equal at r=2.21 bohr
```
